# Capillary pull-in of neighbouring resist walls during rinse drying

**Q.** A rinse liquid pulls two resist walls together and their stiffness pulls them back. Why should that end in a collapse rather than in a slightly larger bend?

**A.** The pull grows as the gap shrinks, whereas the stiffness is constant. To see whether this suffices, take two long parallel walls of height \(H\) and width \(w\), separated at rest by a gap \(s\). Liquid fills the trench between them to the brim, and the outer trenches have drained. The tips move towards each other by \(\delta\) each, so the gap at the brim is

\[
d=s-2\delta .
\]

The liquid surface meets each inner face at the receding contact angle \(\theta<90^\circ\), measured through the liquid. I neglect gravity and, at first, the tilt of the walls. The surface is then a circular arc of radius \(R\). At the contact line the radius makes the angle \(\theta\) with the horizontal, so \(d/2=R\cos\theta\). With surface tension \(\gamma\), the liquid pressure lies below atmospheric by

\[
p=\frac{\gamma}{R}=\frac{2\gamma\cos\theta}{d}.
\]

I count this suction as positive. It acts on the whole wetted face.

**Q.** Is suction the whole force? The liquid surface itself is attached to the wall.

**A.** It adds a horizontal pull \(\gamma\sin\theta\) per unit length at the tip. A cut through the middle of the trench confirms this. There the surface is horizontal and pulls with \(\gamma\). The liquid column is shorter than \(H\) by the sag \(R(1-\sin\theta)\), so its suction contributes \(pH-pR(1-\sin\theta)\). Since \(pR=\gamma\), the total attraction is

\[
\gamma+pH-\gamma(1-\sin\theta)=pH+\gamma\sin\theta .
\]

**Q.** Now the wall. What stiffness do you give it?

**A.** First a slender elastic wall clamped at its foot. It is long, so it bends in plane strain, with

\[
E'=\frac{E}{1-\nu^2},\qquad D=\frac{E'w^3}{12},
\]

where \(E\) is Young's modulus, \(\nu\) is Poisson's ratio and \(D\) is the bending rigidity per unit length. At height \(z\) the loads above give the moment

\[
Du''=\frac p2(H-z)^2+F(H-z),\qquad F=\gamma\sin\theta .
\]

Integrating twice with \(u(0)=u'(0)=0\) gives

\[
Du=\frac p2\left(\frac{H^2z^2}{2}-\frac{Hz^3}{3}+\frac{z^4}{12}\right)
+F\left(\frac{Hz^2}{2}-\frac{z^3}{6}\right).
\]

At \(z=H\) the first bracket is \(H^4/4\) and the second is \(H^3/3\). Hence

\[
\delta=C_pp+C_fF,\qquad C_p=\frac{H^4}{8D},\qquad C_f=\frac{H^3}{3D}.
\]

The next steps use only this linear relation, so they also hold for other values of \(C_p\) and \(C_f\).

**Q.** Then put the two together. Where does equilibrium fail?

**A.** Define

\[
a=2\gamma C_p\cos\theta,\qquad b=\gamma C_f\sin\theta .
\]

The balance is \(\delta=a/(s-2\delta)+b\), or

\[
(\delta-b)(s-2\delta)=a .
\]

The left side vanishes at \(\delta=b\) and at contact, \(\delta=s/2\). Its derivative, \(s+2b-4\delta\), vanishes at \(\delta=(s+2b)/4\). There the two factors are \((s-2b)/4\) and \((s-2b)/2\), so the largest value is \((s-2b)^2/8\). An open equilibrium therefore requires

\[
8a\le(s-2b)^2,\qquad 2b<s .
\]

When this holds, the quadratic gives the gap

\[
d=\frac{s-2b\pm\sqrt{(s-2b)^2-8a}}{2}.
\]

At the limit the two roots merge at \(d=(s-2b)/2\). The constant contact-line pull uses up \(2b\) of the gap, and half of the remainder is still open when equilibrium is lost.

**Q.** Both \(a\) and \(b\) contain \(\gamma\). What is the actual threshold?

**A.** Write \(a=\gamma A\) and \(b=\gamma B\), with \(A=2C_p\cos\theta\) and \(B=C_f\sin\theta\). Since \(s-2b\) is positive, the limiting condition has the square root \(\sqrt{8A\gamma}=s-2B\gamma\). With \(g=\sqrt\gamma\),

\[
2Bg^2+\sqrt{8A}\,g-s=0 .
\]

The positive root, with numerator and denominator multiplied by the conjugate sum, is

\[
g=\frac{\sqrt{8A+8Bs}-\sqrt{8A}}{4B}
=\frac{s}{\sqrt2\,\left[\sqrt A+\sqrt{A+Bs}\right]} .
\]

Squaring gives

\[
\boxed{\gamma_c=\frac{s^2}{2\left[\sqrt A+\sqrt{A+Bs}\right]^2}}
\]

For the slender wall \(A=H^4\cos\theta/(4D)\), and

\[
\tau\equiv\frac{Bs}{A}=\frac{4s\tan\theta}{3H}.
\]

Inserting \(A\) and then \(D=E'w^3/12\),

\[
\gamma_c\cos\theta=\frac{2Ds^2}{H^4[1+\sqrt{1+\tau}]^2}
=\frac{E'w^3s^2}{6H^4[1+\sqrt{1+\tau}]^2}.
\]

For \(\tau\to0\) the bracket squared is 4 and the right side is \(E'w^3s^2/(24H^4)\). In the opposite limit, \(\theta\to90^\circ\), suction disappears, \(A\to0\), and \(\gamma_c\to s/(2B)\). The gap at threshold is then zero: a constant pull closes the walls without any instability.

As a test, the balance was iterated from straight walls without using this formula, for angles of 0, 30, 50 and 75° and heights of 90 and 180 nm. The surface tension at which the iteration first ran to contact agreed with \(\gamma_c\) to within one part in \(10^5\).

**Q.** You have two equilibria below threshold. Which one do the walls occupy, and could they escape by moving separately?

**A.** Let the tips move by \(\delta_1\) and \(\delta_2\), so that \(d=s-\delta_1-\delta_2\). Expressed as a tip displacement, the restoring force on wall 1 is \(\delta_1-b-a/d\). Its derivatives with respect to \(\delta_1\) and \(\delta_2\) are \(1-a/d^2\) and \(-a/d^2\), and wall 2 gives the mirror image. The stiffness matrix thus has two eigenvalues:

\[
1-\frac{2a}{d^2}\ \text{(tips approach)},\qquad 1\ \text{(tips move in parallel)}.
\]

At the merging point \(2a=d^2\), so the approach motion has lost its stiffness. The wider gap has \(d^2>2a\) and is stable; the narrower one is unstable. Walls loaded from rest follow the wider root, and the square root in \(d\) makes the gap shrink ever faster near the threshold. All this holds at fixed \(\theta\).

**Q.** Why not ask simply when the original suction bends the walls into contact?

**A.** That estimate keeps \(p=2\gamma\cos\theta/s\) and sets \(\delta=s/2\). It gives \(a/s+b=s/2\), so \(a=s(s-2b)/2\). For \(b=0\) this is \(a=s^2/2\), four times the true limit \(s^2/8\). It misses the growth of suction during closing.

**Q.** I doubt the word "suddenly". When the walls approach, the liquid between them has to go somewhere. If it stays, the surface flattens and the suction drops.

**A.** That objection is right, and it restricts the claim. The jump derived here assumes that the displaced liquid leaves while the contact angle stays at \(\theta\). Room to spread along a partly dry trench does not ensure this. The liquid front then sets the suction, and with it the radius \(R\). Where the walls are closer together than at the front, an arc of the same radius is flatter, so the angle at the brim is larger and the suction grows less than the fixed-angle model assumes. The threshold marks the loss of the fixed-angle equilibrium. Whether the closing is sudden depends on the drainage, which I have not modelled.

If the liquid is trapped, its surface is pinned at the brim with a variable angle \(\alpha\). Just after the outer trenches drain it may be flat, \(\alpha=90^\circ\). Evaporation then lowers \(\alpha\), and the surface can recede into the trench only when \(\alpha\) reaches \(\theta\). The pinned states obey

\[
\delta=\frac{2\gamma C_p}{s-2\delta}\cos\alpha+\gamma C_f\sin\alpha .
\]

This is the earlier balance with \(\alpha\) in place of \(\theta\). If \(\gamma>\gamma_c(\theta)\), no state with \(\alpha=\theta\) exists, so the surface cannot recede. If \(\gamma<\gamma_c(\theta)\), the angle can fall to \(\theta\), provided no smaller threshold is met on the way. To exclude that, look at the denominator of \(\gamma_c(\alpha)\). It contains \(2C_p\cos\alpha\), which falls as \(\alpha\) rises, and \(2C_p\cos\alpha+sC_f\sin\alpha\), which falls when \(\tan\alpha>sC_f/(2C_p)\). Hence

\[
\tan\theta\ge\frac{sC_f}{2C_p}=\frac{4s}{3H}
\]

is sufficient for \(\gamma_c(\theta)\) to be the smallest threshold between \(\theta\) and \(90^\circ\). The second form is for the slender wall.

**Q.** And above the threshold, do trapped walls still close?

**A.** They do, but at the pace of evaporation. Near contact the factor \(1/(s-2\delta)\) diverges, so a finite \(\delta\) requires \(\cos\alpha\to0\): the angle falls from \(90^\circ\), passes a minimum and returns towards \(90^\circ\). I followed this path for walls 3% taller than critical, with the example values given below. The smallest angle was 56.9°, above the 50° needed to recede, and the liquid volume fell steadily as the gap closed. There was no jump. The height at which the minimum angle equals 50° is 126.3 nm, the same as the pull-in height at fixed angle.

**Q.** Suppose the surface does recede. Could a half-filled trench be worse than a full one?

**A.** Not in this model. With liquid up to height \(h\), the dry part above continues straight along the slope at \(h\). Integrating the moment once gives the slopes \(ph^3/(6D)\) and \(Fh^2/(2D)\). The tip deflection is therefore

\[
\frac pD\left[\frac{h^4}{8}+\frac{h^3(H-h)}6\right]
+\frac FD\left[\frac{h^3}{3}+\frac{h^2(H-h)}2\right]
\]
\[
=\frac{p\,h^3(4H-h)}{24D}+\frac{F\,h^2(3H-h)}{6D}.
\]

Both polynomials increase with \(h\) up to \(H\). So does \(p\) on the stable root, because \(a\) and \(b\) grow with \(h\) and narrow the gap at the surface. The full trench gives the largest equilibrium deflection.

**Q.** Real gratings have many trenches. If all are full, the forces on each wall cancel.

**A.** They cancel at rest, and the contact-line pulls continue to cancel. The suctions do not once walls move. Let wall \(i\) move by \(u_i\), with the same fixed \(\theta\) in every trench. To first order the net suction on it is

\[
\frac{2\gamma\cos\theta}{s^2}\,(2u_i-u_{i+1}-u_{i-1}).
\]

For a pattern varying as \(\cos(ki)\), with \(k\) the phase step per wall, the bracket is \(2(1-\cos k)u_i\). It is largest, \(4u_i\), for \(k=\pi\), when neighbours move in opposite directions and form pairs. Straight walls become unstable when \(C_p\) times this force equals \(u_i\):

\[
\gamma\cos\theta=\frac{s^2}{8C_p}.
\]

The single filled trench without contact-line pull fails at \(s^2/(16C_p)\), half this load. Uneven drainage is thus the more dangerous case here. Like the jump of the single pair, this array limit assumes that liquid leaves the narrowing trenches while the angle stays at \(\theta\). Liquid trapped under surfaces pinned at every brim resists the pairing motion instead.

**Q.** So an evenly filled array is safe up to twice the load?

**A.** Only against small disturbances. For pairing with amplitude \(u\), the gaps alternate between \(s-2u\) and \(s+2u\), and

\[
u=2\gamma C_p\cos\theta\left[\frac1{s-2u}-\frac1{s+2u}\right]
=\frac{8\gamma C_p\cos\theta\,u}{s^2-4u^2}.
\]

Besides \(u=0\) there is a state with \(4u^2=s^2-8\gamma C_p\cos\theta\). It exists below the threshold and is unstable, so it marks the disturbance needed for collapse. At 80% of the threshold load it is \(u=\sqrt{0.2}\,s/2\), or 8.9 nm for a 40 nm gap. In a test with a ring of eight walls, a pairing disturbance 3% smaller died out and one 3% larger led to contact.

**Q.** Give me numbers for lines somebody might print.

**A.** Take 40 nm lines and 40 nm gaps, 90 nm high, rinsed in water. Rough typical values are \(E=3.0\) GPa, \(\nu=0.35\), \(\gamma=0.072\) N/m and \(\theta=50^\circ\). Then \(E'=3.419\) GPa and

\[
D=\frac{3.419\times10^9\,(40\times10^{-9})^3}{12}
=1.823\times10^{-14}\ \text{N m}.
\]

This gives \(C_p=0.450\) nm/MPa and \(C_f=13.33\) nm per N/m. Hence

\[
b=0.072\times13.33\times0.766=0.735\ \text{nm},
\]
\[
a=2\times0.072\times0.643\times450=41.7\ \text{nm}^2,
\]

where \(C_p=450\) nm² per N/m is the same compliance in other units. With \(s-2b=38.53\) nm,

\[
d=\tfrac12\left[38.53+\sqrt{38.53^2-8\times41.7}\right]=36.2\ \text{nm}.
\]

Each tip bends by 1.9 nm under a suction of 2.6 MPa, and the approach motion keeps 94% of its stiffness. With \(\tau=0.706\) the critical surface tension is 0.26 N/m, well above that of water.

At fixed \(w\), \(s\), \(\theta\) and water tension, the critical height is 126 nm, an aspect ratio of 3.2. The approach is abrupt in height: the gap is 34.0 nm at 80% of the critical height, 30.0 nm at 90%, 21.9 nm at 99% and 18.0 nm at pull-in. The touching estimate would allow 174 nm. The small-disturbance limit of the evenly filled array is 158 nm.

**Q.** A wall only 2.25 times as high as it is wide is hardly slender, and resist does not stand on a rigid floor.

**A.** Both points matter. Shear adds the slope \(V/(\kappa Gw)\), where \(V\) is the transverse force, \(G=E/[2(1+\nu)]\) and \(\kappa=5/6\). Integration over the height adds \(H^2/(2\kappa Gw)\) to \(C_p\) and \(H/(\kappa Gw)\) to \(C_f\).

On a thick polymer layer as stiff as the resist, the foot also rotates. Let the root moment \(M\) load a half-plane with the linear stress \(\sigma=12Mx/w^3\). The surface displacement is

\[
v(x)=-\frac{2}{\pi E'}\int\sigma(x')\ln|x-x'|\,dx' .
\]

The rotation that does the same work is \(\varphi=M^{-1}\int\sigma v\,dx\). With \(x=wX/2\), the scale inside the logarithm drops out because \(\sigma\) is odd, leaving

\[
\varphi=-\frac{2}{\pi E'M}\left(\frac{12M}{w^3}\right)^2\frac{w^4}{16}J=\frac{18M}{\pi E'w^2}.
\]

Here \(J=\iint XX'\ln|X-X'|\,dX\,dX'\) over \([-1,1]^2\). The integral over \(X'\) is

\[
\int_{-1}^{1}X'\ln|X-X'|\,dX'=-X-\frac{1-X^2}{2}\ln\frac{1+X}{1-X}.
\]

Multiplied by \(X\) and integrated, the first term gives \(-2/3\) and the second, by parts, \(-1/3\). Hence \(J=-1\), which numerical quadrature reproduced within 0.2%. The tip moves by \(H\varphi\), with \(M=pH^2/2\) for suction and \(M=FH\) for the tip force.

For the example, shear and foot rotation raise \(C_p\) by a factor 2.09. For \(C_f\) the factor is 1.82. A two-dimensional elastic calculation with a deep polymer block and eight linear elements across the wall gave 2.01 and 1.73, but that mesh is about 5% too stiff. With mesh refinement the factors rise to about 2.12 and 1.81, within 2% of the estimates. The threshold formula still applies with the new compliances: shear alone lowers the critical height to 122 nm, and shear with the soft foot lowers it to 108 nm.

**Q.** You also ignored the tilt of the wall where the liquid meets it.

**A.** A wall leaning inward by an angle \(\phi\) at its tip turns the surface angle, measured from the vertical, from \(\theta\) to \(\theta-\phi\). This increases the suction. By itself it lowers the clamped limit from 126 to about 124 nm; with shear and the soft foot the limit is 105 nm.

The vertical contact-line force \(\gamma\cos\theta\) acts at the inner edge, a distance \(w/2\) from the wall's midline. Its moment would bend the tip by \(\gamma\cos\theta\,wH^2/(4D)\), which is 4.5% of the suction deflection at pull-in. Different surface stresses on the wet and dry faces can oppose it, so I leave the net effect open. With a rough Hamaker constant of \(10^{-19}\) J, van der Waals attraction at the pull-in gap is about \(2\times10^{-4}\) of the suction.

**Q.** How far would you trust this for a real process?

**A.** The dimensions and material values are in the range of dense lines from water-immersion ArF lithography, but modulus and contact angle depend on the resist and rinse. The assumptions I would check first are an unchanged modulus, a rigid foot and elasticity. If the wet resist has half the assumed modulus, the clamped limit falls to 105 nm. With shear, soft foot and tilt as well it is 84 nm, below the 90 nm of the example, if the layer under the wall softens by the same factor. If that layer keeps its modulus, the limit is 90.5 nm, level with the example. The apparent margin can therefore vanish.

Yielding is a further limit. The largest bending stress at the root is

\[
\sigma_{\max}=\frac{6}{w^2}\left(\frac{pH^2}{2}+\gamma\sin\theta\,H\right).
\]

It is 57 MPa in the 90 nm example and 180 MPa at the clamped pull-in height, against a rough yield stress of 100 MPa. The clamped wall would thus be expected to yield before reaching the pull-in point of the elastic model, so 126 nm is not a safe design height. How far yielding moves the threshold is not calculated here.

**Q.** Which changes help, then?

**A.** Within the elastic clamped model and for small \(\tau\),

\[
H_c\simeq\left(\frac{E'w^3s^2}{24\gamma\cos\theta}\right)^{1/4}.
\]

At fixed \(w\), \(s\) and \(\theta\), halving \(\gamma\) or doubling \(E'\) raises this height by \(2^{1/4}\), about 19%. If \(w\) and \(s\) shrink together with everything else fixed, \(H_c\) falls as \(w^{5/4}\), so even the permitted aspect ratio falls, as \(w^{1/4}\). A surfactant must be judged by both of its effects: it lowers \(\gamma\), but if it also improves wetting, \(\cos\theta\) rises. For small \(\tau\) only the product \(\gamma\cos\theta\) counts, so part of the gain is lost, and a rise in the product lowers the permitted height. The walls of the example are not in that limit. For them better wetting also weakens the contact-line pull \(\gamma\sin\theta\), which can outweigh a small rise in the product: with \(\gamma=0.048\) N/m and \(\theta=0\) the product is 4% higher than before, yet the clamped limit is 132 nm instead of 126 nm. At \(\theta=0\) the condition \(\tan\theta\ge4s/(3H)\) fails, so a surface pinned at the brim meets a slightly lower limit on the way, 131 nm near \(\alpha=12^\circ\). Such cases need the full formula for \(\gamma_c\). The remaining values are in the numerical output below.

## Computed values

```
wall width: 40 nm
gap at rest: 40 nm
wall height: 90 nm
Young modulus: 3.0 GPa
Poisson ratio: 0.35
plane-strain modulus E': 3.419 GPa
surface tension: 0.072 N/m
receding contact angle: 50 deg
bending rigidity D: 1.823 1e-14 N m
Cp, example: 0.450 nm/MPa
Cf, example: 13.33 nm per N/m
tau, example: 0.706
tip deflection, example: 1.884 nm
of which contact-line pull b: 0.735 nm
tip gap, example: 36.23 nm
suction, example: 2.555 MPa
pair stiffness left, example: 0.937
critical surface tension, example: 0.2601 N/m
critical height, slender clamped: 126.3 nm
critical aspect ratio H/w: 3.16
tip gap at pull-in: 17.97 nm
suction at pull-in: 5.15 MPa
tip gap at 0.80 of critical height: 34.03 nm
tip gap at 0.90 of critical height: 29.97 nm
tip gap at 0.99 of critical height: 21.89 nm
critical height, touching criterion: 174.3 nm
critical height, evenly filled array: 158.5 nm
critical height from pinned drying: 126.3 nm
least pinned angle at 1.03 critical height: 56.9 deg
critical height with shear: 122.4 nm
critical height with shear, soft foot: 107.7 nm
critical height with tilt only: 123.5 nm
critical height, shear+foot+tilt: 105.1 nm
critical height, half modulus: 105.3 nm
same with shear+foot+tilt: 84.4 nm
Cp with shear / slender Cp: 1.243
Cp 2D clamped / slender Cp: 1.216
Cp with shear, foot / slender Cp: 2.092
Cp 2D on polymer block / slender Cp: 2.014
Cf with shear, foot / slender Cf: 1.819
Cf 2D on polymer block / slender Cf: 1.733
root stress, example: 57.4 MPa
root stress at pull-in: 180.2 MPa
rough yield stress (input): 100 MPa
rough Hamaker constant (input): 1e-19 J
van der Waals / capillary at pull-in: 1.8e-04
edge-moment / suction deflection at pull-in: 0.045
```
